**Polar minimum and discontinuous transition from trilinear mode coupling**

The program studies $F=V_2-gQ_1Q_2Q_3+V_4$, where $Q_1$ is a polar amplitude, $Q_2,Q_3$ are its partner modes, $V_2$ contains three positive stiffnesses $a_i$, and $V_4$ is a positive quartic form. It asserts that the threshold $g_c=\min 2\sqrt{V_2V_4}/|Q_1Q_2Q_3|$ agrees with the energy crossing found by full three-dimensional minimization. In the worked model the polar minimum lies 13.0 meV below the parent, although all parent curvatures are positive. When the stiffnesses are scaled by `lam`, coexistence occurs at `lam` = 1.094 and the polar amplitude jumps by 0.533 Å, above its lower bound of 0.173 Å. For 20 random bounded models the program asserts that no state found just below threshold lies under the parent energy and that every amplitude just above threshold exceeds its bound. In 11 of the 20 searches below threshold no start reached the parent, which is why energies are compared with its known value of zero. Further assertions cover the closed forms of a symmetric model, the loss of a lower bound when polar saturation is omitted, and the continuous growth of a soft polar mode at weak coupling.

## Program and output

```python
"""
Result under test: three harmonically stable modes can have a polar minimum
created by a trilinear coupling, and the transition into it is discontinuous.

Energy per cell (meV), amplitudes Q = (Q1 polar, Q2, Q3) in angstrom:
  F = V2 - g*Q1*Q2*Q3 + V4
  V2 = sum_i a_i Q_i^2 / 2,   V4 = sum_ij M_ij Q_i^2 Q_j^2 / 4
M_ii = b_i and M_ij = c_ij. V4 is positive for every nonzero Q.
Threshold: g_c = min over Q of 2 sqrt(V2 V4)/|Q1 Q2 Q3|.
The factor lam multiplies all three harmonic stiffnesses a_i.
All parameters are round model values, not data for a material.
"""
import numpy as np
from scipy.optimize import minimize, minimize_scalar, brentq, fsolve

rng = np.random.default_rng(7)


def v2(Q, a):
    return 0.5 * np.sum(a * np.asarray(Q)**2, axis=-1)


def v4(Q, M):
    x = np.asarray(Q)**2
    return 0.25 * np.sum((x @ M) * x, axis=-1)


def energy(Q, a, M, g):
    return v2(Q, a) - g * np.prod(Q, axis=-1) + v4(Q, M)


def gradient(Q, a, M, g):
    pair = np.array([Q[1]*Q[2], Q[0]*Q[2], Q[0]*Q[1]])
    return a * Q + Q * (M @ Q**2) - g * pair


def hessian(Q, a, M, g):
    cross = np.array([[0, Q[2], Q[1]], [Q[2], 0, Q[0]], [Q[1], Q[0], 0]])
    return np.diag(a + M @ Q**2) + 2 * M * np.outer(Q, Q) - g * cross


def relax(start, a, M, g):
    """Local minimization in all three amplitudes, then Newton polishing."""
    res = minimize(energy, start, args=(a, M, g), jac=gradient,
                   hess=hessian, method="trust-exact",
                   options={"gtol": 1e-5, "maxiter": 300})
    Q = res.x
    for _ in range(2):
        Q = Q - np.linalg.solve(hessian(Q, a, M, g), gradient(Q, a, M, g))
    return Q


def many_minima(a, M, g, n=16, width=1.5):
    starts = rng.uniform(-width, width, (n, 3))
    starts[::2] = np.abs(starts[::2])
    return np.array([relax(s, a, M, g) for s in starts])


def lowest_found(a, M, g, n=16, width=1.5):
    """Lowest state reached; callers expect it to lie below the parent."""
    found = many_minima(a, M, g, n, width)
    return found[np.argmin(energy(found, a, M, g))]


def threshold(a, M):
    """Direction search for g_c; returns g_c and the coexisting polar state."""
    def log_ratio(u):
        Q = np.exp(np.array([u[0], u[1], 0.0]))
        return 0.5*np.log(4*v2(Q, a)*v4(Q, M)) - np.log(np.prod(Q))
    runs = [minimize(log_ratio, [s, t], method="BFGS")
            for s in (-0.7, 0.0, 0.7) for t in (-0.7, 0.0, 0.7)]
    best = min(runs, key=lambda r: r.fun)
    Q = np.exp(np.array([best.x[0], best.x[1], 0.0]))
    return np.exp(best.fun), Q * np.sqrt(v2(Q, a) / v4(Q, M))


def jump_bounds(a, g):
    return np.sqrt(np.array([a[1]*a[2], a[0]*a[2], a[0]*a[1]])) / g


# ---------- worked model with three unequal, stable modes ----------
a = np.array([300.0, 200.0, 500.0])
M = np.array([[2000.0, 200.0, 100.0],
              [200.0, 1500.0, 400.0],
              [100.0, 400.0, 3000.0]])
g = 2000.0

# derivatives against finite differences
Qt, h = np.array([0.31, -0.47, 0.22]), 1e-5
num_g = np.array([(energy(Qt+h*e, a, M, g) - energy(Qt-h*e, a, M, g))/(2*h)
                  for e in np.eye(3)])
num_h = np.array([(gradient(Qt+h*e, a, M, g) - gradient(Qt-h*e, a, M, g))
                  / (2*h) for e in np.eye(3)])
assert np.allclose(num_g, gradient(Qt, a, M, g), atol=1e-4)
assert np.allclose(num_h, hessian(Qt, a, M, g), atol=1e-3)

# curvature of the parent phase from energies alone
d = 1e-3
curv = np.array([(energy(d*e, a, M, g) + energy(-d*e, a, M, g))/d**2
                 for e in np.eye(3)])
assert np.all(curv > 0) and np.allclose(curv, a, rtol=1e-4)

# without the coupling only the parent minimum exists
assert np.max(np.abs(many_minima(a, M, 0.0))) < 1e-5

# with it a polar global minimum appears, all modes nonzero
Qmin = np.abs(lowest_found(a, M, g))
Emin = energy(Qmin, a, M, g)
eig_min = np.linalg.eigvalsh(hessian(Qmin, a, M, g))
assert Emin < -1 and np.all(Qmin > 0.05) and eig_min[0] > 0
signs = [(1, 1, 1), (1, -1, -1), (-1, 1, -1), (-1, -1, 1)]
for s in signs:
    Qs = relax(Qmin*np.array(s) + 0.01, a, M, g)
    assert np.allclose(Qs, Qmin*np.array(s), atol=1e-6)

# threshold from directions against crossing of fully relaxed energies
g_c, _ = threshold(a, M)
lam_c = (g / g_c)**2


def branch_energy(lam):
    Q = relax(Qmin, lam*a, M, g)
    assert np.linalg.norm(Q) > 0.1
    return energy(Q, lam*a, M, g)


lam_cross = brentq(branch_energy, 1.0, 1.05*lam_c, xtol=1e-10)
assert abs(lam_cross/lam_c - 1) < 1e-6
ac = lam_cross * a
Qc = relax(Qmin, ac, M, g)
assert abs(v2(Qc, ac)/v4(Qc, M) - 1) < 1e-5
assert abs(g*np.prod(Qc)/(2*v2(Qc, ac)) - 1) < 1e-5
bounds = jump_bounds(ac, g)
assert np.all(Qc > bounds)

# slope of the lowest energy at the transition, polar side
step = 1e-3 * lam_cross
slope = (branch_energy(lam_cross) - branch_energy(lam_cross-step))/step
slope_formula = v2(Qc, a)
assert abs(slope/slope_formula - 1) < 0.01

# all nonzero stationary points at coexistence
roots = []
for s in rng.uniform(-1.0, 1.0, (160, 3)):
    Q, info, ok, msg = fsolve(gradient, s, args=(ac, M, g),
                              fprime=hessian, full_output=True)
    if ok == 1 and np.linalg.norm(Q) > 1e-3 \
            and np.max(np.abs(gradient(Q, ac, M, g))) < 1e-6:
        assert np.prod(Q) > 0
        if not any(np.allclose(np.abs(Q), R, atol=1e-5) for R in roots):
            roots.append(np.abs(Q))
assert len(roots) == 2
Qsad = max(roots, key=lambda Q: energy(Q, ac, M, g))
Esad = energy(Qsad, ac, M, g)
eig_sad = np.linalg.eigvalsh(hessian(Qsad, ac, M, g))
ray_barrier = v2(Qc, ac) / 16
ray = np.linspace(0, 1, 2001)[:, None] * Qc
assert abs(np.max(energy(ray, ac, M, g))/ray_barrier - 1) < 1e-4
assert eig_sad[0] < 0 < eig_sad[1] and 0 < Esad <= ray_barrier*(1+1e-8)


# stability limit of the polar state: stationary and zero curvature
def limit_equations(z):
    Q, al = z[:3], z[3]*a
    return np.append(gradient(Q, al, M, g)/1e2,
                     np.linalg.det(hessian(Q, al, M, g))/1e9)


z, info, ok, msg = fsolve(limit_equations, np.append(0.75*Qc, 1.125*lam_c),
                          full_output=True)
lam_s = z[3]
assert ok == 1 and lam_c < lam_s <= 1.125*lam_c*(1+1e-8)
assert np.linalg.norm(relax(Qc, 0.998*lam_s*a, M, g)) > 0.1
assert np.max(np.abs(many_minima(1.002*lam_s*a, M, g, n=40))) < 1e-5

# ---------- random bounded models ----------
# The parent has energy exactly zero. Far starts may all end in the polar
# well, so states found below threshold are compared with zero energy.
n_models, smallest, missed_parent = 20, np.inf, 0
for _ in range(n_models):
    ar = rng.uniform(0.5, 2.0, 3)
    Mr = np.diag(rng.uniform(1.0, 2.0, 3))
    for i, j in ((0, 1), (0, 2), (1, 2)):
        Mr[i, j] = Mr[j, i] = rng.uniform(-0.4, 0.8)
    gr, _ = threshold(ar, Mr)
    below = many_minima(ar, Mr, 0.998*gr, width=2.5)
    sizes = np.linalg.norm(below, axis=1)
    assert np.max(sizes) > 0.1
    assert np.min(energy(below, ar, Mr, 0.998*gr)) > -1e-9
    missed_parent += int(np.min(sizes) > 1e-4)
    above = lowest_found(ar, Mr, 1.002*gr, width=2.5)
    assert energy(above, ar, Mr, 1.002*gr) < -1e-6
    ratio = np.abs(above) / jump_bounds(ar, 1.002*gr)
    assert np.all(ratio > 1)
    smallest = min(smallest, ratio.min())

# ---------- symmetric model and its closed forms ----------
b_s, c_s = 2000.0, 200.0
B = b_s + 2*c_s
Ms = np.full((3, 3), c_s) + (b_s - c_s)*np.eye(3)
a_co, a_sp = 2*g**2/(9*B), g**2/(4*B)
q_jump, barrier = 2*g/(3*B), 27*a_co**3/(32*g**2)
far = np.array([0.75, 0.65, 0.70])
a_num = brentq(lambda s: energy(relax(far, s*np.ones(3), Ms, g),
                                s*np.ones(3), Ms, g), 300, 390)
asym = a_num*np.ones(3)
assert abs(a_num/a_co - 1) < 1e-7
assert np.allclose(relax(far, asym, Ms, g), q_jump, rtol=1e-6)
assert np.linalg.norm(relax(far, 0.998*a_sp*np.ones(3), Ms, g)) > 0.1
assert np.max(np.abs(many_minima(1.002*a_sp*np.ones(3), Ms, g, 40))) < 1e-5
# every escape path crosses every sphere: best crossing gives the barrier
th, ph = np.meshgrid(np.linspace(0, np.pi/2, 181),
                     np.linspace(0, np.pi/2, 181))
dirs = np.stack([np.sin(th)*np.cos(ph), np.sin(th)*np.sin(ph),
                 np.cos(th)], axis=-1).reshape(-1, 3)
radii = np.linspace(0.1, 0.9, 41) * np.sqrt(3) * q_jump
barrier_num = max(np.min(energy(r*dirs, asym, Ms, g)) for r in radii)
assert abs(barrier_num/barrier - 1) < 0.01

# ---------- polar mode without quartic saturation ----------
M0 = M.copy()
M0[0, :] = 0
M0[:, 0] = 0
g_inf = np.sqrt(a[0]*(np.sqrt(M[1, 1]*M[2, 2]) + M[1, 2]))
assert np.max(np.abs(many_minima(a, M0, 0.95*g_inf))) < 1e-4
t = (M[2, 2]/M[1, 1])**0.125
deep = []
for R in (10.0, 20.0):
    res = minimize_scalar(lambda P: energy(np.array([P, R*t, R/t]),
                                          a, M0, 1.05*g_inf))
    deep.append(res.fun)
assert deep[0] < 0 and deep[1] < 10*deep[0]

# ---------- soft polar mode: continuous transition is possible ----------
g_weak, soft = 500.0, []
for a1 in (-2.0, -8.0):
    aw = np.array([a1, a[1], a[2]])
    Qw = np.abs(lowest_found(aw, M, g_weak))
    assert abs(Qw[0] - np.sqrt(-a1/M[0, 0])) < 1e-6
    assert np.max(Qw[1:]) < 1e-6
    soft.append((a1, Qw[0]))


def show(label, values, unit, digits=4):
    text = " ".join(f"{x:.{digits}f}" for x in np.atleast_1d(values))
    print(f"{label}: {text} {unit}".rstrip())


print("WORKED MODEL (order: polar Q1, Q2, Q3)")
show("stiffness a1 a2 a3", a, "meV/A^2", 1)
show("quartic b1 b2 b3", np.diag(M), "meV/A^4", 1)
show("biquadratic c12 c13 c23", [M[0, 1], M[0, 2], M[1, 2]], "meV/A^4", 1)
show("trilinear g", g, "meV/A^3", 1)
show("parent curvatures, numerical", curv, "meV/A^2", 2)
show("threshold g_c at lam=1", g_c, "meV/A^3", 2)
print("POLAR MINIMUM AT lam=1")
show("amplitudes", Qmin, "A")
show("energy relative to parent", Emin, "meV", 3)
show("harmonic part V2", v2(Qmin, a), "meV", 3)
show("trilinear part", -g*np.prod(Qmin), "meV", 3)
show("quartic part V4", v4(Qmin, M), "meV", 3)
show("Hessian eigenvalues", eig_min, "meV/A^2", 2)
print("COEXISTENCE")
show("lam_c from ray formula", lam_c, "", 6)
show("lam_c from relaxed energies", lam_cross, "", 6)
show("stiffnesses there", ac, "meV/A^2", 2)
show("amplitude jumps", Qc, "A")
show("lower bounds on jumps", bounds, "A")
show("V2 and V4 there", [v2(Qc, ac), v4(Qc, M)], "meV", 3)
show("slope jump, finite difference", slope, "meV", 3)
show("slope jump, formula", slope_formula, "meV", 3)
show("saddle amplitudes", Qsad, "A")
show("saddle energy", Esad, "meV", 4)
show("straight-path barrier", ray_barrier, "meV", 4)
show("polar stability limit lam_s", lam_s, "", 6)
show("ratio lam_s/lam_c", lam_s/lam_c, "", 6)
print("RANDOM BOUNDED MODELS")
print(f"number tested: {n_models}")
print(f"searches below g_c that missed the parent: {missed_parent}")
show("smallest jump/bound ratio", smallest, "", 3)
print("SYMMETRIC MODEL (same g)")
show("b and c", [b_s, c_s], "meV/A^4", 1)
show("a_c formula, numerical", [a_co, a_num], "meV/A^2", 3)
show("jump of each mode", q_jump, "A")
show("polar spinodal a_s", a_sp, "meV/A^2", 3)
show("barrier formula, numerical", [barrier, barrier_num], "meV", 3)
print("NO POLAR SATURATION (b1=c12=c13=0)")
show("g where bound is lost", g_inf, "meV/A^3", 2)
show("energies at 1.05 g, R=10,20 A", deep, "meV", 0)
print("SOFT POLAR MODE")
show("weak g", g_weak, "meV/A^3", 1)
for a1, p in soft:
    show(f"Q1 at a1={a1:.1f} meV/A^2", p, "A", 5)
print("success")
```

Output:

```
WORKED MODEL (order: polar Q1, Q2, Q3)
stiffness a1 a2 a3: 300.0 200.0 500.0 meV/A^2
quartic b1 b2 b3: 2000.0 1500.0 3000.0 meV/A^4
biquadratic c12 c13 c23: 200.0 100.0 400.0 meV/A^4
trilinear g: 2000.0 meV/A^3
parent curvatures, numerical: 300.00 200.00 500.00 meV/A^2
threshold g_c at lam=1: 1912.24 meV/A^3
POLAR MINIMUM AT lam=1
amplitudes: 0.5740 0.6131 0.4956 A
energy relative to parent: -13.002 meV
harmonic part V2: 148.425 meV
trilinear part: -348.856 meV
quartic part V4: 187.430 meV
Hessian eigenvalues: 475.44 2992.66 3858.44 meV/A^2
COEXISTENCE
lam_c from ray formula: 1.093890
lam_c from relaxed energies: 1.093890
stiffnesses there: 328.17 218.78 546.95 meV/A^2
amplitude jumps: 0.5333 0.5730 0.4577 A
lower bounds on jumps: 0.1730 0.2118 0.1340 A
V2 and V4 there: 139.889 139.889 meV
slope jump, finite difference: 128.014 meV
slope jump, formula: 127.882 meV
saddle amplitudes: 0.2668 0.3009 0.2187 A
saddle energy: 8.5537 meV
straight-path barrier: 8.7430 meV
polar stability limit lam_s: 1.227330
ratio lam_s/lam_c: 1.121986
RANDOM BOUNDED MODELS
number tested: 20
searches below g_c that missed the parent: 11
smallest jump/bound ratio: 2.402
SYMMETRIC MODEL (same g)
b and c: 2000.0 200.0 meV/A^4
a_c formula, numerical: 370.370 370.370 meV/A^2
jump of each mode: 0.5556 A
polar spinodal a_s: 416.667 meV/A^2
barrier formula, numerical: 10.717 10.719 meV
NO POLAR SATURATION (b1=c12=c13=0)
g where bound is lost: 869.71 meV/A^3
energies at 1.05 g, R=10,20 A: -1259262 -20543169 meV
SOFT POLAR MODE
weak g: 500.0 meV/A^3
Q1 at a1=-2.0 meV/A^2: 0.03162 A
Q1 at a1=-8.0 meV/A^2: 0.06325 A
success
```
